# Finding a Defect-Migration Saddle with the Dimer Method

A search that starts 0.1 Å from an energy minimum, on a surface whose saddle is known in closed form, ends $3\times10^{-5}$ Å from that saddle after 21 moves. It uses forces and never builds a Hessian. Started 0.1 Å to the other side of the same minimum, it climbs a wall to 2.4 eV and finds nothing. Both outcomes follow from one rule: find the softest direction from pairs of force evaluations, go uphill along it, and go downhill across it.

## A surface with a known answer

The algebra is in atomic units and the numbers are in eV and Å. Let $x$ be the progress of a vacancy hop and $y$ a relaxation of the neighbouring atoms:

$$V(x,y)=f(x)+\tfrac{k}{2}\,[y-g(x)]^2,\qquad g(x)=h\sin qx,\quad q=2\pi/b,$$

$$f'(x)=A\,x(x-s)(x-b),\qquad f(0)=0 .$$

The parameters are $b=2.45$ Å, $s=1.10$ Å, $h=0.30$ Å and $k=6$ eV/Å$^2$. A stationary point needs $\partial V/\partial y=k(y-g)=0$, so it lies on the valley floor $y=g(x)$. There $\partial V/\partial x=f'-k(y-g)g'$ reduces to $f'$, which leaves $x=0$, $s$ and $b$.

Integrating $f'$ gives $f=A[x^4/4-(s+b)x^3/3+sbx^2/2]$, so that

$$f(s)=A\left[-\frac{s^4}{12}+\frac{bs^3}{6}\right]=\frac{A\,s^3(2b-s)}{12}.$$

Setting this equal to a barrier of 0.5 eV fixes $A=1.186$ eV/Å$^4$. The final site then has $f(b)=Ab^3(2s-b)/12=-0.36$ eV.

Second derivatives on the floor, where $y-g=0$, give

$$H=\begin{pmatrix} f''+k g'^2 & -k g'\\ -k g' & k\end{pmatrix},\qquad \det H=k f'' .$$

Since $f''(0)=Asb>0$ and $f''(b)=Ab(b-s)>0$, while $f''(s)=-As(b-s)<0$, the points at $0$ and $b$ are minima and the one at $s$ is a first-order saddle. It lies at $(1.1000,\,0.0945)$ Å, with

$$H_{\rm saddle}=\begin{pmatrix}1.437&4.381\\4.381&6.000\end{pmatrix}\ \text{eV/Å}^2 .$$

Both diagonal entries are positive. Looking along $x$ alone or $y$ alone, one would take this point for a minimum. The downward direction is oblique and has to be found.

As a separate test, the surface was flooded on a grid of 0.01 Å spacing: the two basins were disconnected at 0.49 eV and joined at 0.51 eV.

## One rotation by hand

Put two images at $\mathbf R\pm\delta\mathbf N$, where $\mathbf N$ is a unit vector. With $\mathbf F=-\nabla V$, a Taylor expansion gives

$$\mathbf F(\mathbf R\pm\delta\mathbf N)=\mathbf F\mp\delta H\mathbf N+\tfrac{\delta^2}{2}(\mathbf N\cdot\nabla)^2\mathbf F+O(\delta^3).$$

The even terms cancel in the difference:

$$\mathbf G=-\frac{\mathbf F(\mathbf R+\delta\mathbf N)-\mathbf F(\mathbf R-\delta\mathbf N)}{2\delta}=H\mathbf N+O(\delta^2).$$

Two force calls thus yield the product $H\mathbf N$ and the curvature $C=\mathbf N\cdot\mathbf G$, without $H$ itself.

Stand at the saddle with $\mathbf N=(1,0)$. Then $\mathbf G=(1.437,4.381)$ and $C=1.437$. The part of $\mathbf G$ perpendicular to $\mathbf N$ is $\mathbf G_\perp=\mathbf G-C\mathbf N=(0,4.381)$. To lower the curvature, turn towards $\boldsymbol\Theta=-\mathbf G_\perp/|\mathbf G_\perp|=(0,-1)$.

For $\mathbf N(\varphi)=\mathbf N\cos\varphi+\boldsymbol\Theta\sin\varphi$ and $D=\boldsymbol\Theta\cdot H\boldsymbol\Theta$,

$$C(\varphi)=C\cos^2\varphi+D\sin^2\varphi+2\sin\varphi\cos\varphi\;\boldsymbol\Theta\cdot H\mathbf N .$$

The double-angle identities turn this into

$$C(\varphi)=a_0+a_1\cos2\varphi+b_1\sin2\varphi,$$

with $a_0=(C+D)/2$, $a_1=(C-D)/2$ and $b_1=\boldsymbol\Theta\cdot\mathbf G=-|\mathbf G_\perp|$. The last equality holds because $\boldsymbol\Theta$ is perpendicular to $\mathbf N$ and opposite to $\mathbf G_\perp$.

One trial dimer at $45^\circ$ supplies the missing coefficient. There $C(45^\circ)=a_0+b_1$, while $C(0)=a_0+a_1$, so subtraction gives $a_1=C(0)-C(45^\circ)+b_1$. In numbers, with unrounded values carried through and each result rounded only for display,

$$C(45^\circ)=\tfrac12(1.437-2\times4.381+6.000)=-0.662,$$

$$a_1=1.437+0.662-4.381=-2.281,\qquad a_0=1.437+2.281=3.719 .$$

The oscillating part has amplitude $\sqrt{a_1^2+b_1^2}=4.939$. It takes its lowest value when $(\cos2\varphi,\sin2\varphi)$ points opposite to $(a_1,b_1)$:

$$2\varphi=\operatorname{atan2}(-b_1,-a_1)=62.5^\circ,\qquad C_{\min}=3.719-4.939=-1.22\ \text{eV/Å}^2 .$$

The new axis is $(\cos31.2^\circ,-\sin31.2^\circ)=(0.855,-0.519)$. Direct diagonalization gives the same mode, with eigenvalues $\lambda_1=-1.221$ and $\lambda_2=8.658$ eV/Å$^2$. One turn was enough because in two dimensions $\mathbf N$ and $\boldsymbol\Theta$ span the whole space and the $O(\delta^2)$ terms were left out.

## Why the reversed force leaves a minimum and stops at a saddle

Write $F_\parallel=\mathbf F\cdot\mathbf N$ and reverse the force along the softest mode:

$$\mathbf F_{\rm eff}=\mathbf F-2F_\parallel\mathbf N .$$

At a small displacement $\mathbf e$ from a stationary point, $\mathbf F=-H\mathbf e$. The axis also changes with position, but that change multiplies a force that is already first order, so it can be dropped. Let $e_i$ be the components of $\mathbf e$ along the eigenvectors of $H$, with $\lambda_1$ lowest and non-degenerate. Following $\mathbf F_{\rm eff}$ as a flow in a fictitious time gives

$$\dot e_1=+\lambda_1e_1,\qquad \dot e_i=-\lambda_ie_i\quad(i\ge2).$$

All components decay if $\lambda_1<0$ and every other $\lambda_i>0$, which defines a first-order saddle. At a minimum $\lambda_1>0$, so $e_1$ grows and the search leaves. At a second-order saddle $\lambda_2<0$, so $e_2$ grows and the search leaves there too.

At the minimum of this surface the eigenvalues are 1.743 and 11.006 eV/Å$^2$, so the predicted rates are $+1.743$ and $-11.006$. At the saddle they are $-1.221$ and $-8.658$. Numerical differentiation of $\mathbf F_{\rm eff}$, with $\delta=0.001$ Å, agreed with all four within 0.003 eV/Å$^2$.

The minimum is still a stationary point of $\mathbf F_{\rm eff}$, so the flow started exactly there does not move. In a search with a finite dimer, the mean image force is not exactly zero at the minimum, so the search would drift off, slowly at first, to a side set by that small error. A deliberate push chooses the side instead.

## From a flow to finite steps

The dimer already supplies $C$, which sets a natural step length along $\mathbf N$. With $\mathbf F_\perp=\mathbf F-F_\parallel\mathbf N$, take

$$\Delta\mathbf R=-\frac{F_\parallel}{|C|}\mathbf N+\alpha\mathbf F_\perp .$$

Near a stationary point $F_\parallel=-\lambda_1e_1$ and $C=\lambda_1$, so the first term changes $e_1$ by $\lambda_1e_1/|\lambda_1|$. This has two cases:

- At a minimum the change is $+e_1$, and each move doubles the distance.
- At a saddle the change is $-e_1$, and one move removes the error along the mode to first order.

Across the mode, $e_i$ becomes $(1-\alpha\lambda_i)e_i$. Convergence therefore requires $\alpha<2/\lambda_{\max}$, where $\lambda_{\max}$ is the stiffest curvature at the saddle. Here the limit is $2/8.658=0.231$ Å$^2$/eV.

With $\alpha=0.1$ Å$^2$/eV the predicted error factor per move is $1-0.866=0.134$, and the measured late-stage factor was 0.134. With $\alpha$ at 1.3 times the limit and all else unchanged, the search had not converged when it reached its limit of 200 evaluated points.

Between minimum and saddle $C$ passes through zero, where $F_\parallel/|C|$ diverges. The climb and the relaxation are therefore each capped at 0.1 Å per move.

## The search from the minimum

A dimer with $\delta=0.01$ Å, placed on the minimum with a random axis, found the soft mode $(0.678,0.735)$ in 6 force calls. A push of 0.1 Å along it, towards positive $x$, gave these points:

| move | $x$ (Å) | $y$ (Å) | $V$ (eV) | $C$ (eV/Å$^2$) |
|---|---|---|---|---|
| 0 | 0.068 | 0.074 | 0.008 | 1.52 |
| 3 | 0.295 | 0.269 | 0.117 | 1.11 |
| 6 | 0.581 | 0.357 | 0.308 | 0.19 |
| 9 | 0.868 | 0.241 | 0.455 | −1.19 |
| 12 | 1.102 | 0.096 | 0.500 | −1.21 |
| 15 | 1.100 | 0.095 | 0.500 | −1.22 |

The curvature at move 6 needs a comment. On the valley floor $\det H=kf''$, and $f''$ turns negative at $x=0.47$ Å, yet at $x=0.58$ Å the dimer still reports a positive value. The searcher is not on the floor: $g(0.581)=0.299$ Å, so it lies 0.058 Å above it. Off the floor $H_{xx}$ contains the extra term $-k(y-g)g''$. With $g''=-q^2g=-1.97$ Å$^{-1}$ this adds $+0.69$ eV/Å$^2$, more than the $-0.49$ eV/Å$^2$ from $f''$. The path of a dimer search is in general not the minimum-energy path either; its useful product is the end point.

The run stopped when the mean force of the two images fell below $10^{-9}$ eV/Å with $C<0$. This is far tighter than an electronic-structure calculation would need, and was chosen to expose the error of the method itself. The barrier is 0.500 eV, or 0.01837 hartree, and the saddle is at $(2.079,0.179)$ bohr.

## What the dimer length costs

The mean of the two image forces serves as the force at the centre, which saves a third call. From the Taylor expansion its components are

$$\bar F_i=F_i-\tfrac{\delta^2}{2}T_i,\qquad T_i=\sum_{jk}V_{ijk}N_jN_k ,$$

where $V_{ijk}$ are third derivatives. Reversing one component of a vector keeps its length, so the search stops where $\bar{\mathbf F}=0$. Near the saddle this reads $-H\mathbf e-\tfrac{\delta^2}{2}\mathbf T=0$, hence

$$\mathbf e=-\tfrac{\delta^2}{2}H^{-1}\mathbf T .$$

For this surface $V_{xxx}=f'''+3kg'g''=7.58$ and $V_{xxy}=-kg''=3.73$ eV/Å$^3$ at the saddle; the other third derivatives vanish. With $\mathbf N=(0.855,-0.519)$,

$$T_x=7.58N_x^2+2(3.73)N_xN_y=2.23,\qquad T_y=3.73N_x^2=2.73\ \text{eV/Å}^3 .$$

Solving with $H_{\rm saddle}$ gives $H^{-1}\mathbf T=(-0.136,0.554)$ Å$^{-1}$. For $\delta=0.01$ Å the shift is $(0.7,-2.8)\times10^{-5}$ Å, of length $2.85\times10^{-5}$ Å, which is the distance found. Doubling $\delta$ to 0.02 Å raised the measured shift by a factor of 4.0.

The gradient vanishes at the true saddle, so the barrier error is $\tfrac12\mathbf e\cdot H\mathbf e$ to leading order, proportional to $\delta^4$. It was $1.5\times10^{-9}$ eV at 0.01 Å and 16 times larger at 0.02 Å. A very small $\delta$ is not better in practice: noise $\eta$ in the forces enters $\mathbf G$ as roughly $\eta/\delta$.

## The push decides the outcome

The opposite push, with all settings unchanged, was stopped by an energy cap of 2 eV after 11 moves, at $(-0.449,-1.074)$ Å and 2.38 eV. For $x<0$ all three factors of $f'$ are negative, so $f$ rises steadily to the left and there is no stationary point to find.

The searcher did not even stay in the valley. Its last point lies 0.80 Å below the floor, and $\tfrac12\times6\times0.80^2=1.9$ eV of its energy is in the spring. At that point $H_{xx}\approx17$ eV/Å$^2$ against $H_{yy}=6$, so the softest mode is now mostly $y$, and the rule climbs along it.

Of 24 starting directions spaced by $15^\circ$, the first at $4^\circ$ to the $x$ axis, each with a 0.1 Å displacement and the dimer initially along it, 12 reached the saddle and 12 hit the cap. On this surface the sign of the push along the soft mode decides, except close to the perpendicular: there a push to the wrong side, by up to about $7^\circ$ at one perpendicular and less than $1^\circ$ at the other, can still reach the saddle. Turning the whole set of directions can therefore change the counts slightly.

Starting from a minimum therefore does not guarantee that the search finds a saddle. Both signs should be tried, and on a surface with several exits also other directions. A saddle that is found need not be the lowest, and relaxing downhill from both its sides is needed to confirm which minima it connects.

## The method in any number of dimensions

1. Displace the system from the relaxed minimum and choose a unit vector $\mathbf N$.
2. Compute the forces at $\mathbf R\pm\delta\mathbf N$; form $\mathbf G$, $C$, $\mathbf G_\perp$ and the mean force.
3. If $|\mathbf G_\perp|$ exceeds its tolerance, make the $45^\circ$ trial, turn $\mathbf N$ by $\varphi$, and return to 2.
4. Stop if the mean force is below tolerance and $C<0$.
5. Otherwise move by the capped $\Delta\mathbf R$, keep $\mathbf N$ as the next guess, and return to 2.

Beyond two dimensions one turn minimizes $C$ within one plane, so turns are repeated until $\mathbf G_\perp\approx0$, the condition for an eigenvector. An axis placed precisely on a higher eigenvector also meets this condition and would stay there; a random start avoids it. If the two lowest modes are nearly degenerate, the turning slows and the climbing direction becomes ill-defined.

In two dimensions nothing is saved. The forward search took 104 force calls for 22 points, whereas a central-difference Hessian needs 4 per point, or 88. The gain comes with size, provided the lowest mode is well separated from the next. For a quadratic form in 189 dimensions (63 atoms), with one eigenvalue at $-1.2$ and the rest evenly spaced from 1 to 12 eV/Å$^2$, a random axis reached $C=-1.2000$ eV/Å$^2$ in 94 calls, at a tolerance of 0.01 eV/Å$^2$ on $|\mathbf G_\perp|$. The count depends on the starting axis, and most random axes take between 75 and 110 calls, a few as many as about 160. The full Hessian needs 378 by central differences, or 190 by one-sided differences. The saving depends on the gap: with the lowest eigenvalue at 0.9 eV/Å$^2$, only 0.1 below the next, the same procedure typically takes about 600 calls, with a spread from roughly 300 to 1500, usually more than the Hessian.

## From the saddle to a hop rate

In classical transition-state theory the rate is the mean forward speed, $\sqrt{k_BT/2\pi M}$, times the probability per unit length of being on the dividing line through the saddle. In the harmonic approximation that probability density is

$$\frac{e^{-E_b/k_BT}\sqrt{2\pi k_BT/\lambda_2^\ddagger}}{2\pi k_BT/\sqrt{\lambda_1\lambda_2}},$$

where $\lambda_1,\lambda_2$ belong to the minimum and $\lambda_2^\ddagger$ to the saddle. The temperature factors cancel in the product:

$$\Gamma=\frac{1}{2\pi}\sqrt{\frac{\lambda_1\lambda_2}{M\lambda_2^\ddagger}}\;e^{-E_b/k_BT}.$$

Here $M$ is the mass, taken to be the same for both coordinates. With the mass of one Ge atom, 72.6 u, the prefactor is 2.73 THz. At 773 K, $k_BT=0.0666$ eV and $\Gamma=2.73\times10^{12}\,e^{-7.51}=1.5\times10^9$ s$^{-1}$.

For the return hop the barrier is $0.50+0.36=0.86$ eV. Because $\det H=kf''$, the prefactor changes by $\sqrt{f''(b)/f''(0)}=\sqrt{(b-s)/s}=1.11$. The return rate is about $7\times10^6$ s$^{-1}$, some 200 times slower: the lower site holds the vacancy.

The parameters imitate a vacancy in germanium stepping next to a donor during an anneal near 500 °C. The neighbour distance is close to the real one, and a barrier of about half an eV and a binding of a few tenths are of a typical size; the remaining parameters are round choices. Within the model, classical anharmonicity lowers the rate by about 2.65% (for a straight dividing line normal to the unstable mode), quantized vibration raises it by 0.2% and tunnelling by 0.07%. An error of 0.1 eV in the barrier changes it by a factor of 4.5. In real germanium the barrier depends on the charge state of the vacancy, and a change of that size would outweigh all three corrections. The other lattice coordinates, recrossing of the dividing line and the number of equivalent hops are not sized here. A self-diffusion coefficient would also need the vacancy concentration. The full figures are in the numerical output below.

## Computed values

```
inputs: b=2.45 s=1.1 h=0.3 angstrom, k=6.0 eV/A^2
barrier input 0.5 eV, A=1.1863 eV/A^4
mass 72.6 u, temperature 773.0 K, kT 0.06661 eV
delta 0.01 A, alpha 0.1 A^2/eV, largest move 0.1 A
energy cap 2.0 eV, start displacement 0.1 A
Hessian at minimum (xx, xy, yy), eV/A^2: [ 6.7486 -4.6162  6.    ]
Hessian at saddle (xx, xy, yy), eV/A^2: [1.4373 4.381  6.    ]
eigenvalues at minimum, eV/A^2: [ 1.7429 11.0057]
eigenvalues at saddle, eV/A^2: [-1.2208  8.6581]
soft mode at minimum: 0.6779 0.7351, C=1.7431 eV/A^2, 6 force calls
forward search: step, x (A), y (A), V (eV), C (eV/A^2)
    0   0.06779   0.07351   0.00832    1.5190
    3   0.29531   0.26865   0.11725    1.1057
    6   0.58059   0.35707   0.30792    0.1922
    9   0.86793   0.24092   0.45469   -1.1858
   12   1.10154   0.09618   0.50002   -1.2130
   15   1.10001   0.09451   0.50000   -1.2208
   18   1.10001   0.09450   0.50000   -1.2209
   21   1.10001   0.09450   0.50000   -1.2209
moves 21, force calls 104
found saddle: 1.100007 0.094505 A
exact saddle: 1.100000 0.094532 A
found saddle: 2.07871 0.17859 bohr
found barrier 0.50000000 eV = 0.018375 hartree
found curvature -1.22086 eV/A^2
unstable mode: 0.8549 -0.5187
error factor per move: measured 0.1343, predicted 0.1342
alpha limit 0.2310 A^2/eV; 1.3 times it: step limit
backward search: energy cap after 11 moves
  last point -0.4489 -1.0744 A, V=2.3829 eV
delta (A), saddle shift (A), predicted (A), barrier error (eV)
  0.04 4.5549e-04 4.5620e-04 3.856e-07
  0.02 1.1400e-04 1.1405e-04 2.412e-08
  0.01 2.8506e-05 2.8513e-05 1.508e-09
24 start directions: {'saddle': 12, 'energy cap': 12, 'step limit': 0}
189 dimensions: lowest curvature -1.19998 eV/A^2, set -1.2 eV/A^2
  force calls 94; full Hessian 378
energy at final site -0.3635 eV
rate prefactor 2.7310 THz
harmonic hop rate 1.5012e+09 1/s
anharmonic factor 0.9735
quantum vibration factor 1.00221
tunnelling factor 1.000660, crossover 15.48 K
rate factor for 0.1 eV in the barrier 4.487
```
